# Born Phase Shifts of a Thomas-Fermi Screened Charge and Friedel's Sum Rule

## 1. Definitions and conventions

An impurity atom in a metal carries a nuclear and core charge that exceeds that of the host ion by $Ze$, with $e>0$. The host is a free-electron gas at zero temperature, with mass $m$, two spin states per orbital, Fermi wavevector $k_F$ and Fermi energy $E_F=\hbar^2k_F^2/2m$. The impurity sits at the origin, and an electron has potential energy $V(r)$ in its screened field. We write

$$U=\frac{2mV}{\hbar^2},\qquad a_0=\frac{4\pi\varepsilon_0\hbar^2}{me^2}.$$

The radial function $u_l(r)$ is $r$ times the radial part of the wavefunction. It vanishes at the origin and obeys

$$u_l''+\Big[k^2-\frac{l(l+1)}{r^2}-U(r)\Big]u_l=0. \tag{1}$$

Far outside the potential it is normalized to $u_l\to\sin\theta$, with $\theta=kr-l\pi/2+\delta_l(k)$. Attraction gives $\delta_l>0$, and the branch is fixed by $\delta_l\to0$ as $k\to\infty$. Without the potential, $u_l$ becomes $v_l=kr\,j_l(kr)$, whose outer form is $\sin\theta_0$ with $\theta_0=kr-l\pi/2$.

The claim is that the first-Born phases $\delta_l^B$, those of first order in $V$, satisfy

$$\frac{2}{\pi}\sum_{l=0}^{\infty}(2l+1)\,\delta_l^B(k_F)=Z \tag{2}$$

for every $Z$ and $k_F$, when $V$ is the linearized Thomas-Fermi potential. The equality is exact for the sum. This does not mean that each Born phase is close to the full phase shift of $V$.

## 2. The screened potential

The density of a free-electron gas is $n=k_F^3/3\pi^2$, so the density of states at the Fermi level is

$$g=\frac{dn}{dE_F}=\frac{k_F^2/\pi^2}{\hbar^2k_F/m}=\frac{mk_F}{\pi^2\hbar^2}. \tag{3}$$

In the Thomas-Fermi picture the electrons fill each small region up to a common level. Where $V$ is negative the local kinetic Fermi energy is $E_F-V$, and to first order the density rises by $\delta n=-gV$.

The charge density is $\rho=Ze\,\delta(\mathbf r)-e\,\delta n$. With $V=-e\phi$ and $\nabla^2\phi=-\rho/\varepsilon_0$,

$$\nabla^2V=\frac{e\rho}{\varepsilon_0}=\frac{Ze^2}{\varepsilon_0}\delta(\mathbf r)+q^2V,\qquad q^2=\frac{e^2g}{\varepsilon_0}=\frac{4k_F}{\pi a_0}. \tag{4}$$

The last form follows from (3) and $me^2/\varepsilon_0\hbar^2=4\pi/a_0$. Away from the origin $(rV)''=q^2\,rV$, and the decaying solution is $rV\propto e^{-qr}$. Since $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$, the source term fixes the prefactor:

$$V(r)=-\frac{Ze^2}{4\pi\varepsilon_0}\frac{e^{-qr}}{r}. \tag{5}$$

With $\int_0^\infty re^{-qr}dr=1/q^2$, its volume integral is

$$\int V\,d^3r=-\frac{Ze^2}{\varepsilon_0q^2}=-\frac{Z}{g}. \tag{6}$$

Hence $\int\delta n\,d^3r=-g\int V\,d^3r=Z$: the screening cloud holds $Z$ electrons.

## 3. Why phase shifts count electrons

Let $w=\partial u_l/\partial k$. Differentiating (1) with respect to $k$ gives the same equation for $w$ with a source $-2ku_l$ on the right. Multiply that equation by $u_l$, subtract $w$ times (1), and integrate. The lower limit gives nothing because $u_l$ and $w$ vanish at the origin, so

$$\int_0^Ru_l^2\,dr=\frac{1}{2k}\big[w\,u_l'-u_l\,w'\big]_{r=R}.$$

At large $R$, with $\delta_l'=d\delta_l/dk$,

$$w=(R+\delta_l')\cos\theta,\quad u_l'=k\cos\theta,\quad w'=\cos\theta-k(R+\delta_l')\sin\theta.$$

Inserting these and using $\cos^2\theta+\sin^2\theta=1$,

$$\int_0^Ru_l^2\,dr=\frac{R+\delta_l'}{2}-\frac{\sin2\theta}{4k}. \tag{7}$$

For $l>0$ the centrifugal tail adds corrections that vanish as $1/R$ at fixed $k$. Subtracting the free case leaves, up to such corrections,

$$\int_0^R(u_l^2-v_l^2)\,dr=\frac{\delta_l'}{2}-\frac{\sin\delta_l\,\cos(2kR+\delta_l-l\pi)}{2k}. \tag{8}$$

To weight the states, enclose the system in a much larger sphere of radius $L$. There are $L/\pi$ levels per unit $k$, and a normalized level has $u_l^2$ multiplied by $2/L$. The product is $2/\pi$. The phase shift changes $L$ to $L+\delta_l'$ in both factors and cancels. Each $l$ has $2(2l+1)$ orbitals, spin included.

Integrate (8) over $0<k<k_F$ and let $R\to\infty$. If there is no resonance at zero energy, $\sin\delta_l/k$ stays bounded, and the rapidly oscillating term integrates to zero. Channel $l$ therefore gains

$$\frac{2}{\pi}(2l+1)\big[\delta_l(k_F)-\delta_l(0)\big]$$

electrons in extended states, plus $2(2l+1)n_l$ if $V$ binds $n_l$ levels of that $l$.

The potential changes states but does not change how many there are. Applied to all $k$ from 0 to $\infty$, the same count per orbital gives $n_l+[\delta_l(\infty)-\delta_l(0)]/\pi=0$, so $\delta_l(0)=n_l\pi$ (Levinson's theorem). The bound electrons then cancel the lower limit. A neutral impurity and cloud require the total gain to be $Z$:

$$\frac{2}{\pi}\sum_l(2l+1)\,\delta_l(k_F)=Z. \tag{9}$$

This is Friedel's sum rule. It is a condition on the full phases of a self-consistent potential. Whether first-order phases also satisfy it has to be shown.

## 4. The first-Born phase

The free function obeys (1) with $U=0$. Multiplying (1) by $v_l$ and subtracting $u_l$ times the free equation gives

$$(v_lu_l'-u_lv_l')'=U\,u_lv_l.$$

Integrate from the origin to a large radius. There the bracket is

$$k[\sin\theta_0\cos(\theta_0+\delta_l)-\sin(\theta_0+\delta_l)\cos\theta_0]=-k\sin\delta_l.$$

Hence, with no approximation,

$$\sin\delta_l=-\frac1k\int_0^\infty U\,u_lv_l\,dr. \tag{10}$$

To first order in $V$, $u_l$ may be replaced by $v_l=kr\,j_l(kr)$ and $\sin\delta_l$ by $\delta_l$:

$$\delta_l^B(k)=-\frac{2mk}{\hbar^2}\int_0^\infty V(r)\,j_l^2(kr)\,r^2\,dr. \tag{11}$$

The first replacement is poor when $V$ distorts the wave strongly inside its range, the second when $\delta_l$ is not small. They can fail separately: for the $p$ wave of Section 9 the first costs 18% and the second less than 1%.

## 5. The Bessel identity

Let $t=\cos\vartheta$ and $x=kr$. The plane wave $e^{ixt}$ is a regular, axially symmetric solution of the free wave equation, so it has the form $\sum_lc_lj_l(x)P_l(t)$. To find $c_l$, compare the coefficients of $x^lt^l$. Terms of higher order than $l$ start at a higher power of $x$, and terms of lower order have too low a degree in $t$, so a single term contributes. The leading parts are

$$j_l\simeq\frac{2^l\,l!}{(2l+1)!}\,x^l,\qquad P_l\simeq\frac{(2l)!}{2^l(l!)^2}\,t^l.$$

Their product is $x^lt^l/[(2l+1)\,l!]$, while the exponential contains $i^lx^lt^l/l!$. Thus $c_l=(2l+1)i^l$.

Now average $|e^{ixt}|^2=1$ over all directions. With $\int_{-1}^1P_lP_{l'}dt=2\delta_{ll'}/(2l+1)$,

$$1=\frac12\sum_l(2l+1)^2j_l^2(x)\,\frac{2}{2l+1}=\sum_l(2l+1)\,j_l^2(x). \tag{12}$$

A plane wave has the same density everywhere, and (12) divides that density among angular momenta.

## 6. The sum

Multiply (11) by $2l+1$ and sum. For the potential (5) all terms have the same sign, so the sum may be taken inside the integral, where (12) replaces it by one:

$$\sum_l(2l+1)\,\delta_l^B(k)=-\frac{2mk}{\hbar^2}\int_0^\infty V\,r^2\,dr. \tag{13}$$

From (5), $\int Vr^2dr=-Ze^2/(4\pi\varepsilon_0q^2)$, and $2me^2/(4\pi\varepsilon_0\hbar^2)=2/a_0$. Therefore

$$\sum_l(2l+1)\,\delta_l^B(k)=\frac{2kZ}{a_0q^2}=\frac{2kZ}{a_0}\,\frac{\pi a_0}{4k_F}=\frac{\pi Z}{2}\,\frac{k}{k_F}. \tag{14}$$

At $k=k_F$, multiplication by $2/\pi$ gives $Z$, which proves (2).

Away from $k_F$ the sum is proportional to $k$. It tends to zero as $k\to0$, as first-order phases without bound states should. Numerical integration of (11) for the example below gives 0.5000000, 1.0000000 and 1.5000000 for $(2/\pi)\sum(2l+1)\delta_l^B$ at $k/k_F=0.5$, 1 and 1.5.

The reason for the result is clearer if (13) is written with $\int V\,d^3r=4\pi\int Vr^2dr$:

$$\frac{2}{\pi}\sum_l(2l+1)\,\delta_l^B(k_F)=-\frac{mk_F}{\pi^2\hbar^2}\int V\,d^3r=-g\int V\,d^3r. \tag{15}$$

The right side is the number of electrons in the Thomas-Fermi cloud. Linear screening and first-order scattering count the same electrons to the same order. The masses must agree: if the phases use $m_s$ and the density of states in $q^2$ uses $m_g$, the sum becomes $Zm_s/m_g$.

## 7. Individual phases

Let $\mathbf k$ and $\mathbf k'$ have length $k$ and enclose an angle with cosine $t$, and let $p=|\mathbf k-\mathbf k'|$, so $p^2=2k^2(1-t)$. Averaged over the directions of $\mathbf r$, $e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}$ becomes $\sin(pr)/(pr)$. Expand both plane waves as in Section 5. The average of $P_l(\hat k\cdot\hat r)P_{l'}(\hat k'\cdot\hat r)$ is $\delta_{ll'}P_l(t)/(2l+1)$: rotational symmetry makes it a multiple of $P_{l'}(t)$, and the case $t=1$ fixes the multiple. Thus

$$\frac{\sin pr}{pr}=\sum_l(2l+1)\,j_l^2(kr)\,P_l(t),\qquad j_l^2(kr)=\frac12\int_{-1}^1P_l(t)\,\frac{\sin pr}{pr}\,dt.$$

Insert the second relation in (11). Since $\int_0^\infty e^{-qr}\sin(pr)\,dr=p/(p^2+q^2)$,

$$\delta_l^B=\frac{2kZ}{a_0}\,\frac12\int_{-1}^1\frac{P_l(t)\,dt}{p^2+q^2}=\frac{Z}{ka_0}Q_l(x),\quad x=1+\frac{q^2}{2k^2}, \tag{16}$$

where $Q_l(x)=\frac12\int_{-1}^1P_l(t)\,dt/(x-t)$. The first two are $Q_0=\frac12\ln\frac{x+1}{x-1}$ and $Q_1=xQ_0-1$.

## 8. Other screening models

**Lindhard response.** A static potential component of wavevector $p$ induces, in first-order perturbation theory,

$$\frac{\delta n_p}{V_p}=2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_k-f_{|\mathbf k+\mathbf p|}}{E_k-E_{|\mathbf k+\mathbf p|}}=-\frac{8m}{\hbar^2}\int\!\frac{d^3k}{(2\pi)^3}\,\frac{f_k}{p^2+2\mathbf k\cdot\mathbf p},$$

where $f_k$ is the occupation, the principal value is taken, and the two terms were made equal by shifting and reversing $\mathbf k$. The angular integral gives $\frac{1}{2kp}\ln\left|\frac{p+2k}{p-2k}\right|$. With $s=k/k_F$ and $y=p/2k_F$ the result is $-gF(y)$, where

$$F(y)=\frac1{2y}\int_0^1s\,\ln\left|\frac{s+y}{s-y}\right|ds.$$

For small $y$ the logarithm tends to $2y/s$, so $F(0)=1$. In the integrand of (16), $q^2$ is replaced by $q^2F(p/2k_F)$; since $F$ depends on $t$ through $p$, the result is no longer a function $Q_l$. This changes the individual phases, but the sum depends on forward scattering, $p=0$, where nothing has changed. For this potential the exchange of sum and integral no longer follows from a single sign; the numerical sum for the example is 1.00000.

**Polarizable background.** If the ion cores have relative permittivity $\varepsilon_b$, then $Z\to Z/\varepsilon_b$ in (5) and $q^2\to q^2/\varepsilon_b$. The ratio $Z/q^2$ in (14) stays the same, and so does the sum.

**Finite temperature.** The number of displaced electrons becomes $\int(-\partial f/\partial E)(2/\pi)\sum(2l+1)\delta_l^B\,dE$. By (15), taken at each energy, this equals $-(\partial n/\partial\mu)\int V\,d^3r$, with $\mu$ the chemical potential. Screening now has $q^2=(e^2/\varepsilon_0)\,\partial n/\partial\mu$, and the result is again $Z$.

The Born sum rule is thus a statement of first-order neutrality. It says little about the shape of $V$.

## 9. A divalent impurity in gold

Take $Z=1$, as for a divalent atom replacing a gold atom, with one free electron per host atom. A rough lattice parameter of 0.41 nm and four atoms per cubic cell give $n=4/(0.41\ \mathrm{nm})^3=58.0\ \mathrm{nm^{-3}}$. Then

$$k_F=(3\pi^2n)^{1/3}=11.98\ \mathrm{nm^{-1}},\quad E_F=5.47\ \mathrm{eV},$$

$$q=\sqrt{\frac{4\times11.98}{\pi\times0.0529}}\ \mathrm{nm^{-1}}=16.98\ \mathrm{nm^{-1}},\quad \frac1q=0.059\ \mathrm{nm}.$$

At $k=k_F$ the parameters in (16) are $Z/k_Fa_0=1.578$ and $x=2.0044$. Hence $Q_0=\frac12\ln(3.0044/1.0044)=0.5478$ and $\delta_0^B=1.578\times0.5478=0.864$ rad. The table compares Born phases with full phases from (1) for the same $V$.

| $l$ | Born (rad) | Running Born sum | Full (rad) |
|---|---|---|---|
| 0 | 0.864 | 0.550 | 1.443 |
| 1 | 0.155 | 0.846 | 0.190 |
| 2 | 0.033 | 0.951 | 0.035 |
| 3 | 0.008 | 0.985 | 0.008 |

The first entry of the running sum is $(2/\pi)\times0.864=0.550$, and the $p$ wave adds $(2/\pi)\times3\times0.155=0.296$. The Born sum reaches 1 although its $s$ phase is 40% below the full one. The full phases give a Friedel sum of 1.44, which is 44% above $Z$. The potential (5) is therefore not self-consistent at this strength, and the agreement of the Born sum is no evidence that it is.

Two further numbers show how far first order has been stretched. At $r=1/q$ the potential energy is 8.99 eV deep, more than $E_F$, and $|V|$ falls below $E_F$ only beyond 0.074 nm; the linear relation $\delta n=-gV$ is not justified inside that radius. Nor is it accurate point by point outside it. The local picture needs $V$ to vary slowly over a Fermi wavelength, $2\pi/k_F=0.52$ nm, whereas $1/q=0.059$ nm. The first-order response $-gF(p/2k_F)V_p$ of Section 8, applied to the same $V$, gives $\delta n=38\ \mathrm{nm^{-3}}$ at 0.12 nm where $-gV=25\ \mathrm{nm^{-3}}$, and a slightly negative value at 0.30 nm where $-gV=0.5\ \mathrm{nm^{-3}}$. Both densities are linear in $Z$, so this local difference persists for weak charges; only the total count agrees, because $F(0)=1$. The model potential also binds one $s$ level, at $-0.67$ eV (a lattice parameter of 0.408 nm moves it to $-0.66$ eV and the full $s$ phase at $k_F$ to 1.44 rad). Accordingly the full $s$ phase is 3.107 rad at $k=0.01k_F$, close to $\pi$, whereas the Born phase tends to zero.

If the form (5) is kept and $q$ is adjusted until the full phases satisfy (9), the result is $q=21.35\ \mathrm{nm^{-1}}$, or 1.26 times the Thomas-Fermi value. By (14) the Born sum for that potential would be $1/1.257^2=0.63$. One $q$ does not satisfy both conditions. For weaker charges the mismatch shrinks roughly in proportion to $Z$: at the Thomas-Fermi $q$ the full sum exceeds $Z$ by about 4% for $Z=0.1$ and 0.4% for $Z=0.01$.

## 10. The model beside real gold

Gold is used for contacts and bond wires, and its conduction electrons are roughly free-electron-like, but its filled $d$ shells polarize. With a rough $\varepsilon_b=7$, the screening wavevector falls to $6.42\ \mathrm{nm^{-1}}$. The Born and full $s$ phases become 0.305 and 0.323 rad, and the full Friedel sum is 1.03. The excess of the full Friedel sum over $Z$ thus drops from 44% to about 3% of $Z$; it is about 5% for $\varepsilon_b=5$ and 2% for $\varepsilon_b=10$. The true position is less clear than either figure, because a uniform permittivity is doubtful within an atomic radius of the impurity. Lindhard screening without the background changes the Born $s$ phase from 0.86 to 0.94 rad. Temperature matters little: at 400 K and fixed electron density, $\partial n/\partial\mu$ changes by $-3\times10^{-5}$ of its value. The Fermi sphere reaches 90% of the way to the nearest zone face; in real gold the Fermi surface touches that face, so spherical phases in a free-electron host are an approximation whose error is not computed here. Lattice relaxation and the impurity's core structure are also left out. The remaining values are in the numerical output.

## Numbers as computed

```
Impurity excess charge number Z = 1
Lattice parameter (rough, gold) = 0.41 nm
Electron density = 58.04 nm^-3
Bohr radius = 0.05292 nm
Fermi wavevector k_F = 11.978 nm^-1
Fermi energy E_F = 5.466 eV
Density of states g(E_F) = 15.927 eV^-1 nm^-3
Screening wavevector q = 16.976 nm^-1
Screening length 1/q = 0.0589 nm
Z/(k_F a0) = 1.5777
Argument 1 + q^2/(2 k_F^2) = 2.0044
Largest error of Bessel identity = 5.3e-15
l, Born phase (rad), running Born Friedel sum, full phase (rad)
0  0.86433  0.55025  1.44285
1  0.15477  0.84584  0.18952
2  0.03316  0.95140  0.03508
3  0.00761  0.98530  0.00774
4  0.00181  0.99566  0.00182
5  0.00044  0.99874  0.00044
6  0.00011  0.99964  0.00011
Born sum (2/pi)sum(2l+1)delta at k = 0.5 k_F: 0.5000000
Born sum (2/pi)sum(2l+1)delta at k = 1.0 k_F: 1.0000000
Born sum (2/pi)sum(2l+1)delta at k = 1.5 k_F: 1.5000000
Friedel sum with full phases, same V = 1.441
Bound s levels in V: 1, energy = -0.67 eV
Full s phase at k = 0.01 k_F = 3.107 rad
q restoring the full sum = 21.35 nm^-1
  ratio to Thomas-Fermi q = 1.257
  full s and p phases there = 1.175, 0.101 rad
|V| at r = 1/q: 8.99 eV
Radius where |V| = E_F: 0.0744 nm
Lindhard Born s, p phases = 0.9385, 0.1429 rad
Lindhard Born Friedel sum = 1.00000
Background permittivity (rough) = 7
  screening wavevector = 6.416 nm^-1
  Born s, p phases = 0.3047, 0.1231 rad
  full s, p phases = 0.3234, 0.1278 rad
  Born Friedel sum = 1.00000
  Friedel sum with full phases = 1.028
Temperature = 400 K, kT/E_F = 0.00631
Relative thermal change of dn/dmu = -3.27e-05
Nearest zone face at 13.27 nm^-1
k_F / zone-face distance = 0.903
```
